# Effective U and the two-electron level of a vacancy: a program that tests the result

```python
"""
Result under test: a vacancy with levels (+/0) = 2.0 eV and (2+/+) = 2.4 eV
has effective U = -0.4 eV and a two-electron level (2+/0) = 2.2 eV.
Formation energy of charge state q: E_q + q*E_F, where E_F is the Fermi
energy above the valence-band edge. U = E_0 + E_2+ - 2 E_+ is the energy of
the reaction 2 V+ -> V0 + V2+. Energies are in eV unless a name says otherwise.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

K_B = const.k / const.e                       # eV/K
GIVEN_PLUS_ZERO, GIVEN_TWO_PLUS = 2.0, 2.4    # data of the exercise
ENERGIES = {0: 5.0, 1: 3.0, 2: 0.6}           # formation energies at E_F = 0
SWAPPED = {0: 5.0, 1: 2.6, 2: 0.6}            # same defect, level values swapped
GAP = 3.1


def formation(energies, q, fermi, oxygen_shift=0.0, potential=0.0):
    """oxygen_shift: change of O chemical potential; potential: e*phi."""
    return energies[q] + oxygen_shift + q * (fermi + potential)


def crossing(energies, q1, q2, **shifts):
    """Fermi energy at which two charge states have equal energy."""
    return brentq(lambda f: formation(energies, q1, f, **shifts)
                  - formation(energies, q2, f, **shifts), -100, 100, xtol=1e-12)


def reaction_energy(energies, fermi):
    """Energy of 2 V+ -> V0 + V2+ at a given Fermi energy."""
    return (formation(energies, 0, fermi) + formation(energies, 2, fermi)
            - 2 * formation(energies, 1, fermi))


# Levels found from the lines, and the two derived formulas
level_10 = crossing(ENERGIES, 1, 0)
level_21 = crossing(ENERGIES, 2, 1)
level_20 = crossing(ENERGIES, 2, 0)
assert abs(level_10 - GIVEN_PLUS_ZERO) < 1e-9
assert abs(level_21 - GIVEN_TWO_PLUS) < 1e-9
U = GIVEN_PLUS_ZERO - GIVEN_TWO_PLUS
midpoint = (GIVEN_PLUS_ZERO + GIVEN_TWO_PLUS) / 2
assert abs(reaction_energy(ENERGIES, 1.3) - U) < 1e-9
assert abs(level_20 - midpoint) < 1e-9
assert abs(U + 0.4) < 1e-9 and abs(midpoint - 2.2) < 1e-9

# The same formulas for arbitrary defects
rng = np.random.default_rng(7)
for _ in range(50):
    trial = dict(enumerate(rng.uniform(-5, 8, 3)))
    upper, lower = crossing(trial, 1, 0), crossing(trial, 2, 1)
    assert abs(reaction_energy(trial, rng.uniform(0, 3)) - upper + lower) < 1e-8
    assert abs(crossing(trial, 2, 0) - (upper + lower) / 2) < 1e-8

# Lowest charge state along the gap
fermi_grid = np.arange(0.0005, GAP, 0.001)


def stable_states(energies):
    table = np.array([formation(energies, q, fermi_grid) for q in (0, 1, 2)])
    return table.argmin(axis=0)


stable = stable_states(ENERGIES)
assert set(stable) == {0, 2}
switch = (fermi_grid[stable == 2].max() + fermi_grid[stable == 0].min()) / 2
assert abs(switch - midpoint) < 0.001
plus_window = np.sum(stable_states(SWAPPED) == 1) * 0.001
U_swapped = reaction_energy(SWAPPED, 0.0)
assert abs(plus_window - U_swapped) < 0.002
energy_at_mid = {q: formation(ENERGIES, q, midpoint) for q in (0, 1, 2)}
plus_excess = energy_at_mid[1] - energy_at_mid[0]
assert abs(plus_excess + U / 2) < 1e-9


# Six vacancies with total charge +6: search every arrangement
def best_arrangement(energies):
    allowed = [c for c in product((0, 1, 2), repeat=6) if sum(c) == 6]
    return min(allowed, key=lambda c: sum(energies[q] for q in c))


best = best_arrangement(ENERGIES)
assert best.count(1) == 0 and best.count(0) == best.count(2) == 3
assert best_arrangement(SWAPPED).count(1) == 6

# Lattice relaxation can outweigh electron repulsion
SITE, REPULSION, COUPLING, STIFFNESS = 2.9, 0.6, 4.0, 16.0


def lattice_energy(n, Q):
    return (n * SITE + REPULSION * (n == 2) - COUPLING * n * Q
            + STIFFNESS * Q**2 / 2)


fits = [minimize_scalar(lambda Q, n=n: lattice_energy(n, Q)) for n in (0, 1, 2)]
relaxed = [fit.fun for fit in fits]
frozen = [lattice_energy(n, 0.0) for n in (0, 1, 2)]
U_relaxed = relaxed[2] + relaxed[0] - 2 * relaxed[1]
U_frozen = frozen[2] + frozen[0] - 2 * frozen[1]
relaxation_term = COUPLING**2 / STIFFNESS
assert abs(U_relaxed - (REPULSION - relaxation_term)) < 1e-6
assert abs(relaxed[1] - relaxed[0] - GIVEN_TWO_PLUS) < 1e-6
assert abs(relaxed[2] - relaxed[1] - GIVEN_PLUS_ZERO) < 1e-6
assert U_frozen > 0 > U_relaxed

# Oxygen-poor conditions and a neighbouring charge
OXYGEN_SHIFT = -2.0
for pair, level in (((1, 0), level_10), ((2, 1), level_21), ((2, 0), level_20)):
    assert abs(crossing(ENERGIES, *pair, oxygen_shift=OXYGEN_SHIFT) - level) < 1e-9
poor_energy = formation(ENERGIES, 0, midpoint, oxygen_shift=OXYGEN_SHIFT)
VACANCY_DENSITY, PERMITTIVITY = 1e18, 10.0    # cm^-3, relative
spacing_nm = VACANCY_DENSITY ** (-1 / 3) * 1e7
neighbour = 2 * const.e / (4 * np.pi * const.epsilon_0 * PERMITTIVITY
                           * spacing_nm * 1e-9)
moved_10 = crossing(ENERGIES, 1, 0, potential=neighbour)
moved_21 = crossing(ENERGIES, 2, 1, potential=neighbour)
moved_20 = crossing(ENERGIES, 2, 0, potential=neighbour)
assert abs(moved_10 - moved_21 - U) < 1e-9
assert abs(moved_20 - (midpoint - neighbour)) < 1e-9

# Thermal populations from explicit microstates (two spin states for +)
MICROSTATES = np.array([2, 1, 1, 0])


def populations(fermi, temperature):
    energy = np.array([formation(ENERGIES, q, fermi) for q in MICROSTATES])
    weight = np.exp(-(energy - energy.min()) / (K_B * temperature))
    weight /= weight.sum()
    return {q: weight[MICROSTATES == q].sum() for q in (0, 1, 2)}


def equal_population(q1, q2, temperature):
    def log_ratio(fermi):
        p = populations(fermi, temperature)
        return np.log(p[q1] / p[q2])
    return brentq(log_ratio, 1.5, 2.9, xtol=1e-12)


thermal = {}
for T in (300, 600):
    kT = K_B * T
    eq_10, eq_21 = equal_population(1, 0, T), equal_population(2, 1, T)
    U_free = eq_10 - eq_21
    plus_fraction = populations(midpoint, T)[1]
    assert abs(U_free - (U + 2 * kT * np.log(2))) < 1e-8
    assert abs(equal_population(2, 0, T) - midpoint) < 1e-8
    assert abs(plus_fraction * (1 + np.exp(-U / (2 * kT))) - 1) < 1e-8
    scan = [populations(f, T)[1] for f in np.linspace(1.8, 2.6, 801)]
    assert max(scan) <= plus_fraction * (1 + 1e-8)
    thermal[T] = (kT, eq_10, eq_21, U_free, plus_fraction)

# Independent Gaussian spread of the two one-electron levels
SPREAD = 0.1
spread_U = np.sqrt(2) * SPREAD
positive_share = 0.5 * erfc(-U / (spread_U * np.sqrt(2)))
sample = (rng.normal(GIVEN_PLUS_ZERO, SPREAD, 4_000_000)
          - rng.normal(GIVEN_TWO_PLUS, SPREAD, 4_000_000))
assert abs(np.mean(sample > 0) / positive_share - 1) < 0.06  # sampling noise 1%

# Conduction electrons from the parabolic-band density of states at 300 K
MASS, CHANNEL_DENSITY = 0.34, 1e17            # electron masses, cm^-3
kT_joule = const.k * 300
dos_factor = (2 * MASS * const.m_e / const.hbar**2) ** 1.5 / (2 * np.pi**2)


def electron_density(fermi):
    """Fermi-Dirac integral in cm^-3, with energy = kT*t^2 above the edge."""
    z = np.exp((fermi - GAP) / (K_B * 300))
    integral = quad(lambda t: 2 * t**2 * z / (np.exp(t**2) + z), 0, 8,
                    epsabs=0, epsrel=1e-9)[0]
    return dos_factor * kT_joule**1.5 * integral * 1e-6


band_density = 2 * (MASS * const.m_e * kT_joule
                    / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-6
n_at_mid = electron_density(midpoint)
boltzmann_mid = band_density * np.exp((midpoint - GAP) / (K_B * 300))
assert abs(n_at_mid / boltzmann_mid - 1) < 1e-6
channel_fermi = brentq(lambda f: np.log(electron_density(f) / CHANNEL_DENSITY),
                       2.0, GAP)
boltzmann_fermi = GAP + K_B * 300 * np.log(CHANNEL_DENSITY / band_density)
degeneracy_shift = channel_fermi - boltzmann_fermi
assert 0 < degeneracy_shift < 0.001
channel_pop = populations(channel_fermi, 300)
charged_fraction = channel_pop[1] + channel_pop[2]
assert charged_fraction < 1e-10
supplied = VACANCY_DENSITY * (channel_pop[1] + 2 * channel_pop[2])
assert supplied < 1e-6 * CHANNEL_DENSITY

print(f"Given level (+/0): {GIVEN_PLUS_ZERO:.1f} eV")
print(f"Given level (2+/+): {GIVEN_TWO_PLUS:.1f} eV")
for q, name in ((0, "0"), (1, "+"), (2, "2+")):
    print(f"Formation energy at E_F = 0, state {name}: {ENERGIES[q]:.1f} eV")
print(f"Effective U: {U:.1f} eV")
print(f"Level (2+/0): {level_20:.1f} eV")
for q, name in ((0, "0"), (1, "+"), (2, "2+")):
    print(f"Formation energy at (2+/0), state {name}: {energy_at_mid[q]:.1f} eV")
print(f"Excess energy of + at (2+/0): {plus_excess:.1f} eV")
print(f"Swapped levels: U = {U_swapped:.1f} eV, + window {plus_window:.1f} eV")
print(f"Six vacancies, charge +6: {best.count(2)} in 2+, "
      f"{best.count(1)} in +, {best.count(0)} in 0")
print(f"Lattice model site energy e: {SITE:.1f} eV")
print(f"Lattice model repulsion U_C: {REPULSION:.1f} eV")
print(f"Lattice model coupling L: {COUPLING:.1f} eV/angstrom")
print(f"Lattice model stiffness K: {STIFFNESS:.1f} eV/angstrom^2")
print(f"Relaxation term L^2/K: {relaxation_term:.1f} eV")
print(f"Displacement, one and two electrons: {fits[1].x:.2f}, "
      f"{fits[2].x:.2f} angstrom")
print(f"U with frozen lattice: {U_frozen:.1f} eV; relaxed: {U_relaxed:.1f} eV")
print(f"Oxygen chemical potential change: {OXYGEN_SHIFT:.1f} eV")
print(f"Neutral formation energy after that change: {poor_energy:.1f} eV")
for T, (kT, eq_10, eq_21, U_free, fraction) in thermal.items():
    print(f"{T} K: kT = {kT:.4f} eV")
    print(f"{T} K: equal + and 0 populations at E_F = {eq_10:.3f} eV")
    print(f"{T} K: equal 2+ and + populations at E_F = {eq_21:.3f} eV")
    print(f"{T} K: U with spin entropy = {U_free:.3f} eV")
    print(f"{T} K: fraction in + at (2+/0) = {100 * fraction:.3f} %")
print(f"Vacancy density (rough): {VACANCY_DENSITY:.0e} cm^-3")
print(f"Relative permittivity (rough): {PERMITTIVITY:.0f}")
print(f"Vacancy spacing: {spacing_nm:.1f} nm")
print(f"Downward level shift by a 2+ neighbour: {neighbour:.3f} eV")
print(f"Spread of each one-electron level (rough): {SPREAD:.1f} eV")
print(f"Resulting spread of U: {spread_U:.3f} eV")
print(f"Share of sites with positive U: {100 * positive_share:.2f} %")
print(f"Band gap (rough): {GAP:.1f} eV")
print(f"Electron effective mass (rough): {MASS:.2f} electron masses")
print(f"Effective band density at 300 K: {band_density:.2e} cm^-3")
print(f"Electron density with E_F at (2+/0), 300 K: {n_at_mid:.1e} cm^-3")
print(f"Channel electron density (rough): {CHANNEL_DENSITY:.0e} cm^-3")
print(f"Channel Fermi energy at 300 K: {channel_fermi:.2f} eV")
print(f"Band degeneracy shift of that energy: {1000 * degeneracy_shift:.2f} meV")
print(f"Charged vacancy fraction in channel: {charged_fraction:.0e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Given level (+/0): 2.0 eV
Given level (2+/+): 2.4 eV
Formation energy at E_F = 0, state 0: 5.0 eV
Formation energy at E_F = 0, state +: 3.0 eV
Formation energy at E_F = 0, state 2+: 0.6 eV
Effective U: -0.4 eV
Level (2+/0): 2.2 eV
Formation energy at (2+/0), state 0: 5.0 eV
Formation energy at (2+/0), state +: 5.2 eV
Formation energy at (2+/0), state 2+: 5.0 eV
Excess energy of + at (2+/0): 0.2 eV
Swapped levels: U = 0.4 eV, + window 0.4 eV
Six vacancies, charge +6: 3 in 2+, 0 in +, 3 in 0
Lattice model site energy e: 2.9 eV
Lattice model repulsion U_C: 0.6 eV
Lattice model coupling L: 4.0 eV/angstrom
Lattice model stiffness K: 16.0 eV/angstrom^2
Relaxation term L^2/K: 1.0 eV
Displacement, one and two electrons: 0.25, 0.50 angstrom
U with frozen lattice: 0.6 eV; relaxed: -0.4 eV
Oxygen chemical potential change: -2.0 eV
Neutral formation energy after that change: 3.0 eV
300 K: kT = 0.0259 eV
300 K: equal + and 0 populations at E_F = 2.018 eV
300 K: equal 2+ and + populations at E_F = 2.382 eV
300 K: U with spin entropy = -0.364 eV
300 K: fraction in + at (2+/0) = 0.044 %
600 K: kT = 0.0517 eV
600 K: equal + and 0 populations at E_F = 2.036 eV
600 K: equal 2+ and + populations at E_F = 2.364 eV
600 K: U with spin entropy = -0.328 eV
600 K: fraction in + at (2+/0) = 2.047 %
Vacancy density (rough): 1e+18 cm^-3
Relative permittivity (rough): 10
Vacancy spacing: 10.0 nm
Downward level shift by a 2+ neighbour: 0.029 eV
Spread of each one-electron level (rough): 0.1 eV
Resulting spread of U: 0.141 eV
Share of sites with positive U: 0.23 %
Band gap (rough): 3.1 eV
Electron effective mass (rough): 0.34 electron masses
Effective band density at 300 K: 4.97e+18 cm^-3
Electron density with E_F at (2+/0), 300 K: 3.8e+03 cm^-3
Channel electron density (rough): 1e+17 cm^-3
Channel Fermi energy at 300 K: 3.00 eV
Band degeneracy shift of that energy: 0.18 meV
Charged vacancy fraction in channel: 3e-17
ALL CHECKS PASSED
```
